**Diffuse electron reflection from a complete liner with disordered d levels**

The program tests the weak-disorder law 1 − p_k = σ² a_k ā for a simple cubic metal whose surface atoms each couple to one liner d orbital. Here p_k is the specularity of channel k, σ the rms spread of the d levels, a_k the size of the reflection-phase slope with respect to the d level, and ā its surface-zone average over open channels. It asserts flux conservation, specular reflection from ordered liners, and agreement of a_k with both finite differences and the resolvent of a long explicit chain. Disordered supercells are compared with the predicted scattering pattern, its average, the factor (t/V)⁴ relative to a bare surface (t: metal hopping, V: d coupling), and the shielding of disorder beneath an ordered liner. Further assertions cover supercell size, the parallel momentum of the diffuse electrons, and the thick-film resistivity law against a numerical Boltzmann solution. For t = 0.05, V = 0.03 and σ = 0.005 hartree, the output shows a diffuse fraction of about 0.4 with the mean d level at the Fermi energy, against 0.008 for a bare surface of equal disorder. The second-order law gives only 0.06 there, so it fails at this spread, while it agrees within 10 % when the level is 0.2 hartree away.

## Numerical check

```python
# Result under test: a complete liner of d orbitals on a metal surface reflects
# electrons specularly if all its d levels are equal, but a random spread of the
# levels (rms sigma) gives the diffuse fraction
#     1 - p_k = sigma^2 * a_k * mean(a),  a_k = 2 t V^2 sin q / |t(E-e_d)+V^2 lam|^2
# for weak disorder, which is large when the d level e_d lies near the energy E.
# Metal: simple cubic half-space, hopping -t, band centre at zero energy.
# V: coupling of each surface atom to its d orbital.  lam = exp(i q): factor by
# which the outgoing wave changes per layer; closed channels have real lam < 1.
# "detuning" = E - e_d.  All energies in hartree.
import numpy as np
from scipy.linalg import solve_banded
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
t, V, E, SIGMA = 0.05, 0.03, -0.15, 0.005


class Mesh:
    """n x n surface supercell; half-shifted wavevectors (inversion symmetric)."""
    def __init__(self, n, waves=True):
        k = 2 * np.pi * (np.arange(n) + 0.5) / n
        kx, ky = [g.ravel() for g in np.meshgrid(k, k, indexing="ij")]
        c = -(E + 2 * t * (np.cos(kx) + np.cos(ky))) / (2 * t)
        assert c.min() > -1
        self.open = np.abs(c) < 1
        root = np.sqrt(np.abs(1 - c**2))
        self.lam = np.where(self.open, c + 1j * root, c - root)
        self.sin = root[self.open]
        self.size = n * n
        self.v = np.array([np.sin(kx), np.sin(ky)])[:, self.open]
        self.v2 = (self.v**2).sum(axis=0)
        if waves:
            x, y = [g.ravel() for g in np.meshgrid(np.arange(n), np.arange(n),
                                                   indexing="ij")]
            self.U = np.exp(1j * (np.outer(x, kx) + np.outer(y, ky))) / n


def reflect(m, detuning, host=0.0, lined=True):
    """Wave matching at every surface site: c0*psi_0 + c1*psi_1 = 0.
    host: potential on the surface metal atoms.  Returns amplitudes and
    flux probabilities P[outgoing, incoming] between open channels."""
    one = np.ones(m.size)
    if lined:
        c0, c1 = t * detuning * one, (V**2 + detuning * host) * one
    else:
        c0, c1 = t * one, host * one
    matrix = (c0[:, None] + c1[:, None] * m.lam) * m.U
    lo = m.lam[m.open]
    source = -(c0[:, None] + c1[:, None] / lo) * m.U[:, m.open]
    b = np.linalg.solve(matrix, source)[m.open]
    prob = np.abs(b)**2 * m.sin[:, None] / m.sin[None, :]
    assert np.allclose(prob.sum(axis=0), 1, atol=1e-7)   # flux conservation
    return b, prob


def slope(m, detuning):
    lo = m.lam[m.open]
    return 2 * t * V**2 * m.sin / np.abs(t * detuning + V**2 * lo)**2


def host_slope(m, u):
    return 2 * t * m.sin / np.abs(t + u * m.lam[m.open])**2


def weighted(m, loss):
    return (m.v2 * loss).sum() / m.v2.sum()


def second_order(m, a, sigma):
    # the incident channel itself is excluded from the final states
    return weighted(m, sigma**2 * a * (a.sum() - a) / m.size)


def off_specular(prob):
    return prob.sum(axis=0) - np.diag(prob)


def ensemble(m, detuning, sigma, samples, kind="liner", seed=1):
    rng = np.random.default_rng(seed)
    mean_p, values = 0, []
    for _ in range(samples):
        eta = sigma * rng.standard_normal(m.size)
        if kind == "liner":
            prob = reflect(m, detuning - eta)[1]
        elif kind == "bare":
            prob = reflect(m, 0.0, eta, lined=False)[1]
        else:
            prob = reflect(m, detuning, eta)[1]
        mean_p = mean_p + prob / samples
        values.append(weighted(m, off_specular(prob)))
    return np.mean(values), np.std(values, ddof=1) / np.sqrt(samples), mean_p


m = Mesh(16)

# Ordered liner: specular for every position of the d level
worst = 0.0
for det in (-0.2, -0.05, 0.0, 0.02, 0.2):
    worst = max(worst, np.abs(reflect(m, det)[1] - np.eye(m.sin.size)).max())
assert worst < 1e-8

# Phase slope from finite differences of the solved reflection amplitudes
h = 1e-6
for det in (-0.03, 0.0, 0.02):
    up = np.diag(reflect(m, det - h)[0])      # d level raised by h
    down = np.diag(reflect(m, det + h)[0])
    assert np.allclose(np.angle(up / down) / (2 * h), -slope(m, det), rtol=1e-4)

# Same quantity as 2 pi times the d spectral density of a long explicit chain
length, eta0 = 40000, 2e-5
for index in (0, m.sin.size // 3):
    for det in (0.0, 0.02):
        x = -2 * t * m.lam[m.open][index].real
        band = np.zeros((3, length), complex)
        band[1] = x + 1j * eta0
        band[1, 0] = det + 1j * eta0
        band[0, 1:] = t
        band[2, :-1] = t
        band[0, 1] = band[2, 0] = -V
        unit = np.zeros(length, complex)
        unit[0] = 1
        g_dd = solve_banded((1, 1), band, unit)[0]
        assert abs(-2 * g_dd.imag / slope(m, det)[index] - 1) < 0.01

# Scattering pattern of one weakly disordered liner, channel by channel
tiny = 1e-5
eta = tiny * np.random.default_rng(7).standard_normal(m.size)
Uo = m.U[:, m.open]
for det in (0.0, 0.02):
    a = slope(m, det)
    born = np.outer(a, a) * np.abs(Uo.conj().T @ (eta[:, None] * Uo))**2
    found = reflect(m, det - eta)[1]
    np.fill_diagonal(born, 0)
    np.fill_diagonal(found, 0)
    assert np.linalg.norm(found - born) < 0.02 * np.linalg.norm(born)

# Averaged weak-disorder law and amplification relative to the bare surface
weak = ensemble(m, 0.0, tiny, 60)[0]
weak_law = second_order(m, slope(m, 0.0), tiny)
assert abs(weak / weak_law - 1) < 0.06        # sampling error of 60 cells
weak_bare = ensemble(m, 0.0, tiny, 60, "bare")[0]
gain = weak / weak_bare
assert abs(gain / (t / V)**4 - 1) < 0.02

# Disorder in the metal atoms below an ordered, nearly resonant liner
near = 0.005
shield = ensemble(m, near, 1e-4, 60, "host")[0]
shield_bare = ensemble(m, 0.0, 1e-4, 60, "bare")[0]
shield_law = second_order(m, host_slope(m, V**2 / near), 1e-4)
assert abs(shield / shield_law - 1) < 0.06
assert shield < 0.1 * shield_bare

# Worked example: fixed spread, d level moved through the Fermi energy
offsets = (-0.2, -0.05, -0.02, 0.0, 0.01, 0.05, 0.2)
scan = {}
for off in offsets:
    scan[off] = ensemble(m, -off, SIGMA, 40)
bare = ensemble(m, 0.0, SIGMA, 40, "bare")
main, main_err, main_p = scan[0.0]
assert main > scan[-0.02][0] > scan[-0.05][0] > scan[-0.2][0]
assert main > 3 * bare[0] and main > 100 * scan[-0.2][0]
for off in (-0.2, 0.2):
    assert abs(scan[off][0] / second_order(m, slope(m, -off), SIGMA) - 1) < 0.1

# Diffusely emitted electrons carry almost no mean parallel current
momentum_loss = 1 - np.einsum("ai,ij,aj->", m.v, main_p, m.v) / m.v2.sum()
assert abs(momentum_loss / main - 1) < 0.15   # finite number of channels

# Supercell size
big = Mesh(24)
large, large_err, _ = ensemble(big, 0.0, SIGMA, 16)
assert abs(large - main) < 4 * np.hypot(main_err, large_err) + 0.1 * main

# Thick film: Boltzmann equation marched across the film, relaxation time 1
p = np.diag(main_p)
vz = 2 * t * m.sin
thickness, steps = 12 * vz.max(), 3000
dz = thickness / steps
end = np.ones_like(vz)
for _ in range(4):
    g, total = p * end, 0
    for _ in range(steps):
        g = (g + dz / vz) / (1 + dz / vz)
        total = total + g / steps
    end = g
weight = m.v2 / vz
deficit = 1 - (weight * total).sum() / weight.sum()
ell0 = m.v2.sum() / weight.sum()
assert abs(deficit / (ell0 / thickness * weighted(m, 1 - p)) - 1) < 1e-3

# Numbers for one channel, with the surface-zone average on a fine mesh
fine = Mesh(800, waves=False)
mean_sin = fine.sin.sum() / fine.size
a_ref = 2 * t / V**2
a_mean = slope(fine, 0.0).sum() / fine.size
closed = fine.lam[~fine.open].real
print(f"hopping t = {t:.3f} hartree, coupling V = {V:.3f} hartree")
print(f"Fermi energy from band centre = {E:.3f} hartree")
print(f"level spread sigma = {SIGMA:.4f} hartree = {SIGMA*HARTREE_EV:.3f} eV")
print(f"resonance half-width V^2/t at q = pi/2: {V**2/t:.4f} hartree")
print(f"open fraction of surface zone = {fine.open.mean():.4f}")
print(f"zone average of sin q (open channels) = {mean_sin:.4f}")
print(f"phase slope a at q = pi/2, level at E: {a_ref:.2f} rad/hartree")
print(f"zone average of a, level at E: {a_mean:.2f} rad/hartree")
print(f"rms phase sigma*a at q = pi/2: {SIGMA*a_ref:.4f} rad")
print(f"second-order 1-p at q = pi/2: {SIGMA**2*a_ref*a_mean:.4f}")
print(f"surface band at E if e_d-E is between {V**2*closed.min()/t:.4f}"
      f" and {V**2*closed.max()/t:.4f} hartree")
print(f"ordered liner: largest departure from specular = {worst:.1e}")
print(f"weak disorder: simulated / second-order = {weak/weak_law:.3f}")
print(f"weak disorder: resonant liner / bare surface = {gain:.3f}")
print(f"(t/V)^4 = {(t/V)**4:.3f}")
print("1-p_eff, 16x16 cells, 40 samples, sigma as above:")
for off in offsets:
    val, err, _ = scan[off]
    in_band = V**2 * closed.min() / t < off < V**2 * closed.max() / t
    law = ("not valid" if in_band else
           f"{second_order(m, slope(m, -off), SIGMA):.3e}")
    print(f"  e_d-E = {off:+.2f} hartree: {val:.3e} +- {err:.1e};"
          f" second order {law}")
print(f"bare surface, same spread: 1-p_eff = {bare[0]:.3e} +- {bare[1]:.1e}")
print(f"resonant liner / bare surface = {main/bare[0]:.1f}")
print(f"resonant liner / liner with level 0.2 hartree below E = "
      f"{main/scan[-0.2][0]:.0f}")
print("1-p_eff against spread, level at E, 20 samples:")
for s in (0.0005, 0.001, 0.002, 0.01):
    val, err, _ = ensemble(m, 0.0, s, 20)
    print(f"  sigma = {s:.4f} hartree: {val:.3e} +- {err:.1e};"
          f" second order {second_order(m, slope(m, 0.0), s):.3e}")
print(f"24x24 cells, level at E: 1-p_eff = {large:.3e} +- {large_err:.1e}")
print(f"parallel-momentum loss, level at E = {momentum_loss:.3e}")
print(f"metal-atom disorder 0.0001 hartree, bare: 1-p_eff = {shield_bare:.3e}")
print(f"same under ordered liner, e_d-E = {-near:.3f} hartree: {shield:.3e}")
print(f"shielding: lined / bare = {shield/shield_bare:.4f}")
print(f"film test: Boltzmann deficit / thick-film law = "
      f"{deficit/(ell0/thickness*weighted(m, 1-p)):.5f}")
print(f"film d = 5 ell0: resistivity rise, resonant liner = {20*main:.2f} %")
print(f"film d = 5 ell0: resistivity rise, bare disordered = {20*bare[0]:.2f} %")
print("all assertions hold")
```

Output:

```
hopping t = 0.050 hartree, coupling V = 0.030 hartree
Fermi energy from band centre = -0.150 hartree
level spread sigma = 0.0050 hartree = 0.136 eV
resonance half-width V^2/t at q = pi/2: 0.0180 hartree
open fraction of surface zone = 0.3083
zone average of sin q (open channels) = 0.2507
phase slope a at q = pi/2, level at E: 111.11 rad/hartree
zone average of a, level at E: 27.86 rad/hartree
rms phase sigma*a at q = pi/2: 0.5556 rad
second-order 1-p at q = pi/2: 0.0774
surface band at E if e_d-E is between 0.0026 and 0.0178 hartree
ordered liner: largest departure from specular = 1.8e-15
weak disorder: simulated / second-order = 0.983
weak disorder: resonant liner / bare surface = 7.717
(t/V)^4 = 7.716
1-p_eff, 16x16 cells, 40 samples, sigma as above:
  e_d-E = -0.20 hartree: 3.607e-06 +- 8.0e-08; second order 3.620e-06
  e_d-E = -0.05 hartree: 6.558e-04 +- 1.6e-05; second order 6.236e-04
  e_d-E = -0.02 hartree: 1.146e-02 +- 3.5e-04; second order 8.923e-03
  e_d-E = +0.00 hartree: 4.172e-01 +- 8.5e-03; second order 6.183e-02
  e_d-E = +0.01 hartree: 4.704e-01 +- 7.3e-03; second order not valid
  e_d-E = +0.05 hartree: 1.678e-03 +- 4.0e-05; second order 1.507e-03
  e_d-E = +0.20 hartree: 4.516e-06 +- 9.9e-08; second order 4.508e-06
bare surface, same spread: 1-p_eff = 7.996e-03 +- 1.8e-04
resonant liner / bare surface = 52.2
resonant liner / liner with level 0.2 hartree below E = 115669
1-p_eff against spread, level at E, 20 samples:
  sigma = 0.0005 hartree: 6.450e-04 +- 2.4e-05; second order 6.183e-04
  sigma = 0.0010 hartree: 2.947e-03 +- 1.2e-04; second order 2.473e-03
  sigma = 0.0020 hartree: 4.580e-02 +- 7.6e-03; second order 9.893e-03
  sigma = 0.0100 hartree: 7.176e-01 +- 1.0e-02; second order 2.473e-01
24x24 cells, level at E: 1-p_eff = 3.930e-01 +- 1.2e-02
parallel-momentum loss, level at E = 4.439e-01
metal-atom disorder 0.0001 hartree, bare: 1-p_eff = 3.151e-06
same under ordered liner, e_d-E = -0.005 hartree: 1.280e-08
shielding: lined / bare = 0.0041
film test: Boltzmann deficit / thick-film law = 1.00000
film d = 5 ell0: resistivity rise, resonant liner = 8.34 %
film d = 5 ell0: resistivity rise, bare disordered = 0.16 %
all assertions hold
```
